# Slater Overlap Integrals from Stable A and B Recurrences: test program

```python
"""Two-centre overlaps of normalized Slater orbitals from Mulliken's A and B functions.

Result under test, for centres a and b a distance R apart on the bond axis:
  S_m = Na Nb K_m (R/2)^(na+nb+1) sum_ij C_ij A_i(p) B_j(q)
  p = R (zeta_a + zeta_b)/2,  q = R (zeta_a - zeta_b)/2
  A_k(p) = integral of x^k exp(-p x) over 1..infinity
  B_k(q) = integral of x^k exp(-q x) over -1..1
C_ij: polynomial coefficients in spheroidal coordinates; K_m: angular constants.
B is built upward for k <= |q| and downward for k > |q|, so equal exponents are safe.
Bond-frame overlaps are rotated to the laboratory frame for s, p and d orbitals.
Both centres use parallel axes.  Lengths are in bohr, exponents in 1/bohr.
"""
from math import cosh, exp, factorial, pi, sinh, sqrt
import mpmath as mp
import numpy as np
from scipy import constants
from scipy.linalg import null_space
from scipy.signal import convolve2d

BOHR_IN_ANGSTROM = constants.physical_constants["Bohr radius"][0] * 1e10


# ---------- auxiliary functions ----------
def a_functions(p, kmax):
    values = [exp(-p) / p]
    for k in range(1, kmax + 1):
        values.append((exp(-p) + k * values[-1]) / p)
    return np.array(values)


def boundary_term(q, k):
    """(-1)^k exp(q) - exp(-q), written without cancellation."""
    return 2 * sinh(q) if k % 2 == 0 else -2 * cosh(q)


def b_upward(q, kmax):
    values = [2 * sinh(q) / q]
    for k in range(1, kmax + 1):
        values.append((k * values[-1] + boundary_term(q, k)) / q)
    return np.array(values)


def start_order(q, kmax):
    """Order at which B may be set to zero before the downward recurrence."""
    top, damping = kmax + 1, 1.0
    while damping > 1e-18:
        top += 1
        damping *= abs(q) / top
    return top + 2


def b_functions(q, kmax):
    values = np.zeros(kmax + 1)
    first_down = 0
    if abs(q) >= 1:
        last_up = min(int(abs(q)), kmax)
        values[:last_up + 1] = b_upward(q, last_up)
        first_down = last_up + 1
    if first_down <= kmax:
        current = 0.0
        for k in range(start_order(q, kmax), first_down, -1):
            current = (q * current - boundary_term(q, k)) / k
            if k - 1 <= kmax:
                values[k - 1] = current
    return values


# ---------- bond-frame overlap; array element [i, j] multiplies mu^i nu^j ----------
R_A = np.array([[0., 1.], [1., 0.]])
R_B = np.array([[0., -1.], [1., 0.]])
Z_A = np.array([[1., 0.], [0., 1.]])
Z_B = np.array([[-1., 0.], [0., 1.]])
RHO_SQUARED = convolve2d(np.array([[-1.], [0.], [1.]]), np.array([[1., 0., -1.]]))
VOLUME = convolve2d(R_A, R_B)

# (l, m): constant and terms (coefficient, power of z, power of r^2), times rho^m
SOLID = {
    (0, 0): (sqrt(1 / (4 * pi)), [(1, 0, 0)]),
    (1, 0): (sqrt(3 / (4 * pi)), [(1, 1, 0)]),
    (1, 1): (sqrt(3 / (4 * pi)), [(1, 0, 0)]),
    (2, 0): (sqrt(5 / (16 * pi)), [(3, 2, 0), (-1, 0, 1)]),
    (2, 1): (sqrt(15 / (4 * pi)), [(1, 1, 0)]),
    (2, 2): (sqrt(15 / (16 * pi)), [(1, 0, 0)]),
}


def radial_norm(n, zeta):
    return (2 * zeta) ** (n + 0.5) / sqrt(factorial(2 * n))


def multiply(start, factor, power):
    for _ in range(power):
        start = convolve2d(start, factor)
    return start


def bond_overlap(orb_a, orb_b, m, distance, b_method=b_functions):
    """Each orbital is (n, l, zeta); m = 0, 1, 2 means sigma, pi, delta."""
    (na, la, za), (nb, lb, zb) = orb_a, orb_b
    const_a, terms_a = SOLID[la, m]
    const_b, terms_b = SOLID[lb, m]
    total = np.zeros((na + nb + 1, na + nb + 1))
    for ca, z_pow_a, r2_a in terms_a:
        for cb, z_pow_b, r2_b in terms_b:
            poly = multiply(ca * cb * VOLUME, RHO_SQUARED, m)
            poly = multiply(poly, Z_A, z_pow_a)
            poly = multiply(poly, R_A, na - 1 - la + 2 * r2_a)
            poly = multiply(poly, Z_B, z_pow_b)
            poly = multiply(poly, R_B, nb - 1 - lb + 2 * r2_b)
            total += poly
    a_val = a_functions(distance * (za + zb) / 2, na + nb)
    b_val = b_method(distance * (za - zb) / 2, na + nb)
    phi_integral = 2 * pi if m == 0 else pi
    factor = const_a * const_b * phi_integral * radial_norm(na, za) * radial_norm(nb, zb)
    return factor * (distance / 2) ** (na + nb + 1) * (a_val @ total @ b_val)


# ---------- rotation; p order x,y,z and d order z2,xz,yz,x2-y2,xy ----------
COMPONENTS = {0: [0], 1: [1, -1, 0], 2: [0, 1, -1, 2, -2]}
D_TENSORS = np.zeros((5, 3, 3))
D_TENSORS[0] = np.diag([-1, -1, 2]) / sqrt(6)
D_TENSORS[1][[0, 2], [2, 0]] = 1 / sqrt(2)
D_TENSORS[2][[1, 2], [2, 1]] = 1 / sqrt(2)
D_TENSORS[3] = np.diag([1, -1, 0]) / sqrt(2)
D_TENSORS[4][[0, 1], [1, 0]] = 1 / sqrt(2)


def bond_axes(direction):
    helper = np.eye(3)[np.argmin(abs(direction))]
    first = np.cross(helper, direction)
    first /= np.linalg.norm(first)
    return np.column_stack([first, np.cross(direction, first), direction])


def rotation(l, axes):
    if l == 0:
        return np.eye(1)
    if l == 1:
        return axes
    return np.einsum("mij,ki,akl,lj->am", D_TENSORS, axes, D_TENSORS, axes)


def lab_overlap(orb_a, orb_b, displacement):
    distance = np.linalg.norm(displacement)
    axes = bond_axes(displacement / distance)
    la, lb = orb_a[1], orb_b[1]
    bond = np.zeros((2 * la + 1, 2 * lb + 1))
    for i, ma in enumerate(COMPONENTS[la]):
        for j, mb in enumerate(COMPONENTS[lb]):
            if ma == mb:
                bond[i, j] = bond_overlap(orb_a, orb_b, abs(ma), distance)
    return rotation(la, axes) @ bond @ rotation(lb, axes).T


# ---------- independent reference: direct integration over (ra, rb, phi) ----------
def orbital_values(orb, points):
    n, l, zeta = orb
    x, y, z = points.T
    r = np.sqrt(x * x + y * y + z * z)
    if l == 0:
        solid = np.array([np.full_like(x, sqrt(1 / (4 * pi)))])
    elif l == 1:
        solid = sqrt(3 / (4 * pi)) * np.array([x, y, z])
    else:
        solid = sqrt(15 / (4 * pi)) * np.array(
            [(2 * z * z - x * x - y * y) / sqrt(12), x * z, y * z,
             (x * x - y * y) / 2, x * y])
    return radial_norm(n, zeta) * r ** (n - 1 - l) * np.exp(-zeta * r) * solid


def direct_overlap(orb_a, orb_b, displacement):
    distance = np.linalg.norm(displacement)
    unit = displacement / distance
    side = null_space(unit[None, :])
    node_a, weight_a = np.polynomial.legendre.leggauss(80)
    node_b, weight_b = np.polynomial.legendre.leggauss(40)
    angles = 2 * pi * np.arange(12) / 12
    ring = np.outer(np.cos(angles), side[:, 0]) + np.outer(np.sin(angles), side[:, 1])
    result = 0.0
    outer_end = distance + 60 / (orb_a[2] + orb_b[2])
    for low, high in ((0.0, distance), (distance, outer_end)):
        ra = (low + high) / 2 + (high - low) / 2 * node_a[:, None]
        half = np.minimum(ra, distance)
        rb = np.maximum(ra, distance) + half * node_b[None, :]
        weight = (high - low) / 2 * weight_a[:, None] * half * weight_b * ra * rb / distance
        z = (ra ** 2 + distance ** 2 - rb ** 2) / (2 * distance)
        rho = np.sqrt(np.maximum(ra ** 2 - z ** 2, 0))
        points = (z[..., None, None] * unit + rho[..., None, None] * ring).reshape(-1, 3)
        full_weight = np.repeat(weight.ravel(), 12) * 2 * pi / 12
        values_a = orbital_values(orb_a, points) * full_weight
        result = result + values_a @ orbital_values(orb_b, points - displacement).T
    return result


# ---------- tests of the auxiliary functions ----------
mp.mp.dps = 40
worst_a = worst_b = 0.0
for p in (0.3, 2.0, 4.5, 20.0):
    for k, value in enumerate(a_functions(p, 10)):
        exact = mp.gammainc(k + 1, mp.mpf(p)) / mp.mpf(p) ** (k + 1)
        worst_a = max(worst_a, float(abs(value / exact - 1)))
for q in (1e-8, -1e-3, 0.2, -0.99, 1.0, 3.7, -8.2, 25.0):
    for k, value in enumerate(b_functions(q, 10)):
        exact = mp.quad(lambda x: x ** k * mp.exp(-mp.mpf(q) * x), [-1, 0, 1])
        worst_b = max(worst_b, float(abs(value / exact - 1)))
assert worst_a < 1e-13 and worst_b < 1e-13
assert np.allclose(b_functions(0.0, 5), [2, 0, 2 / 3, 0, 2 / 5, 0], atol=1e-15)

growth = []
for scale in (1e-1, 1e-2, 1e-3):
    samples = scale * np.linspace(0.9, 1.1, 101)
    errors = [abs(b_upward(q, 4)[4] - b_functions(q, 4)[4]) for q in samples]
    predicted = factorial(4) * np.finfo(float).eps / scale ** 4
    growth.append((scale, np.median(errors), predicted))
    assert 0.03 < np.median(errors) / predicted < 10

# ---------- tests of overlaps, rotation and exchange sign ----------
test_pairs = [((2, 1, 1.6), (2, 1, 2.3)), ((3, 2, 2.0), (2, 1, 1.3)),
              ((3, 2, 1.1), (3, 2, 1.1001)), ((1, 0, 1.0), (2, 0, 5.0)),
              ((4, 0, 1.2), (3, 2, 2.6)), ((3, 1, 1.5), (3, 1, 1.5))]
worst_general = 0.0
for orb_a, orb_b in test_pairs:
    for shift in (np.array([0.7, -1.9, 1.1]), np.array([0.0, 0.0, -3.5])):
        difference = lab_overlap(orb_a, orb_b, shift) - direct_overlap(orb_a, orb_b, shift)
        worst_general = max(worst_general, np.max(abs(difference)))
    for m in range(min(orb_a[1], orb_b[1]) + 1):
        swapped = (-1) ** (orb_a[1] + orb_b[1]) * bond_overlap(orb_b, orb_a, m, 2.4)
        assert abs(bond_overlap(orb_a, orb_b, m, 2.4) - swapped) < 1e-11
assert worst_general < 1e-11

# ---------- formaldehyde: Slater-rule exponents and round model geometry ----------
zeta_c, zeta_o = [(z - 2 * 0.85 - (z - 3) * 0.35) / 2 for z in (6, 8)]
zeta_h = 1.0
co_angstrom, ch_angstrom, hch_degrees = 1.20, 1.10, 120.0
r_co, r_ch = co_angstrom / BOHR_IN_ANGSTROM, ch_angstrom / BOHR_IN_ANGSTROM
half_angle = np.radians(hch_degrees / 2)
SHELLS = [[(2, 0, zeta_c), (2, 1, zeta_c)], [(2, 0, zeta_o), (2, 1, zeta_o)],
          [(1, 0, zeta_h)], [(1, 0, zeta_h)]]


def molecule_overlap(along, in_plane, method):
    h_axis = -np.cos(half_angle) * along
    h_side = np.sin(half_angle) * in_plane
    positions = [0 * along, r_co * along, r_ch * (h_axis + h_side), r_ch * (h_axis - h_side)]
    shells = [(atom, orb) for atom in range(4) for orb in SHELLS[atom]]
    starts = np.cumsum([0] + [2 * orb[1] + 1 for _, orb in shells])
    matrix = np.eye(starts[-1])
    for i, (atom_i, orb_i) in enumerate(shells):
        for j, (atom_j, orb_j) in enumerate(shells):
            if atom_i < atom_j:
                block = method(orb_i, orb_j, positions[atom_j] - positions[atom_i])
                matrix[starts[i]:starts[i + 1], starts[j]:starts[j + 1]] = block
                matrix[starts[j]:starts[j + 1], starts[i]:starts[i + 1]] = block.T
    return matrix


along = np.array([1., 2., 2.]) / 3
in_plane = np.array([2., 1., -2.]) / 3
normal = np.cross(along, in_plane)
overlap = molecule_overlap(along, in_plane, lab_overlap)
worst_molecule = np.max(abs(overlap - molecule_overlap(along, in_plane, direct_overlap)))
assert worst_molecule < 1e-11
eigenvalues = np.linalg.eigvalsh(overlap)
straight = molecule_overlap(np.eye(3)[2], np.eye(3)[0], lab_overlap)
assert np.allclose(eigenvalues, np.linalg.eigvalsh(straight), atol=1e-12)
assert eigenvalues[0] > 0

# Explicit n = 2 expansions for the C-O pair against direct integration.
p_co, q_co = r_co * (zeta_c + zeta_o) / 2, r_co * (zeta_c - zeta_o) / 2
A, B = a_functions(p_co, 4), b_functions(q_co, 4)
prefactor = radial_norm(2, zeta_c) * radial_norm(2, zeta_o) * (r_co / 2) ** 5
s_ss = prefactor / 2 * (A[4] * B[0] - 2 * A[2] * B[2] + A[0] * B[4])
even_part = A[4] * B[1] - A[2] * B[1] - A[2] * B[3] + A[0] * B[3]
odd_part = A[3] * B[0] - A[3] * B[2] - A[1] * B[2] + A[1] * B[4]
s_sp = prefactor * sqrt(3) / 2 * (even_part - odd_part)
s_ps = prefactor * sqrt(3) / 2 * (even_part + odd_part)
s_sigma = prefactor * 1.5 * (A[4] * B[2] - A[2] * B[4] - A[2] * B[0] + A[0] * B[2])
s_pi = prefactor * 0.75 * (A[4] * (B[0] - B[2]) - A[2] * (B[0] - B[4]) + A[0] * (B[2] - B[4]))
on_z = np.array([0., 0., r_co])
(c2s, c2p), (o2s, o2p) = SHELLS[0], SHELLS[1]
direct_pp = direct_overlap(c2p, o2p, on_z)
direct_five = [direct_overlap(c2s, o2s, on_z)[0, 0], direct_overlap(c2s, o2p, on_z)[0, 2],
               direct_overlap(c2p, o2s, on_z)[2, 0], direct_pp[2, 2], direct_pp[0, 0]]
assert np.allclose([s_ss, s_sp, s_ps, s_sigma, s_pi], direct_five, atol=1e-11)
pp_block = overlap[1:4, 5:8]
assert np.allclose(pp_block, s_pi * np.eye(3) + (s_sigma - s_pi) * np.outer(along, along),
                   atol=1e-12)

# Hydrogen overlaps and symmetry-adapted combination.
h1s = SHELLS[2][0]
s_ch_s = bond_overlap(c2s, h1s, 0, r_ch)
s_ch_p = bond_overlap(c2p, h1s, 0, r_ch)
r_hh = 2 * r_ch * np.sin(half_angle)
s_hh = overlap[8, 9]
w = zeta_h * r_hh
assert abs(s_hh - exp(-w) * (1 + w + w * w / 3)) < 1e-12
pair_overlap = in_plane @ (overlap[1:4, 8] - overlap[1:4, 9]) / sqrt(2 * (1 - s_hh))
expected_pair = 2 * np.sin(half_angle) * s_ch_p / sqrt(2 * (1 - s_hh))
assert abs(pair_overlap - expected_pair) < 1e-12
out_of_plane = np.max(abs(normal @ overlap[1:4, 8:10]))
assert out_of_plane < 1e-12

# Nearly equal exponents at the C-O distance, 2p sigma with 2p sigma.
scan = []
for delta in (1e-1, 1e-2, 1e-3, 1e-4, 1e-5):
    partner = (2, 1, zeta_c + delta)
    reference = direct_overlap(c2p, partner, on_z)[2, 2]
    stable = bond_overlap(c2p, partner, 0, r_co)
    upward = bond_overlap(c2p, partner, 0, r_co, b_upward)
    assert abs(stable - reference) < 1e-11
    scan.append((delta, stable, upward, abs(upward - reference)))
assert max(scan[3][3], scan[4][3]) > 1e-3
equal_limit = bond_overlap(c2p, c2p, 0, r_co)
assert abs(equal_limit - direct_overlap(c2p, c2p, on_z)[2, 2]) < 1e-11

# ---------- numbers for the text ----------
print(f"Slater exponents C, O, H (1/bohr): {zeta_c:.3f} {zeta_o:.3f} {zeta_h:.3f}")
print(f"model geometry CO, CH (angstrom), HCH (degrees): "
      f"{co_angstrom:.2f} {ch_angstrom:.2f} {hch_degrees:.0f}")
print(f"distances CO, CH, HH (bohr): {r_co:.6f} {r_ch:.6f} {r_hh:.6f}")
print(f"C-O p and q (dimensionless): {p_co:.6f} {q_co:.6f}")
print("A0..A4 for C-O:", " ".join(f"{x:.8f}" for x in A))
print("B0..B4 for C-O:", " ".join(f"{x:.8f}" for x in B))
print(f"downward start order for C-O, highest needed order 4: {start_order(q_co, 4)}")
print(f"prefactor Na Nb (R/2)^5 for C-O: {prefactor:.6f}")
print(f"S(C2s,O2s): {s_ss:.6f}")
print(f"S(C2s,O2p sigma): {s_sp:.6f}")
print(f"S(C2p sigma,O2s): {s_ps:.6f}")
print(f"S(C2p sigma,O2p sigma): {s_sigma:.6f}")
print(f"S(C2p pi,O2p pi): {s_pi:.6f}")
print("lab-frame C2p-O2p block, rows C x,y,z and columns O x,y,z:")
for row in pp_block:
    print("  " + " ".join(f"{x:10.6f}" for x in row))
print(f"S(C2s,H1s): {s_ch_s:.6f}")
print(f"S(C2p sigma,H1s), p positive lobe toward H: {s_ch_p:.6f}")
print(f"S(H1s,H1s): {s_hh:.6f}")
print(f"S(C2p in-plane, normalized H1-H2 combination): {pair_overlap:.6f}")
print(f"largest |S(C2p out-of-plane,H1s)|: {out_of_plane:.1e}")
print(f"10x10 overlap eigenvalues, lowest and highest: {eigenvalues[0]:.6f} {eigenvalues[-1]:.6f}")
print("upward recurrence: q scale, median error of B4, estimate 4! eps/q^4")
for scale, median_error, predicted in growth:
    print(f"  {scale:.0e} {median_error:.2e} {predicted:.2e}")
print("2p sigma scan at CO distance, first exponent that of C:")
print("  exponent difference (1/bohr), stable S, upward S, upward error")
for delta, stable, upward, error in scan:
    print(f"  {delta:.0e} {stable:.10f} {upward:.10f} {error:.1e}")
print(f"  equal exponents, stable S: {equal_limit:.10f}")
print(f"largest relative error of A and of B: {worst_a:.1e} {worst_b:.1e}")
print(f"largest deviation from direct integration, s/p/d test pairs: {worst_general:.1e}")
print(f"largest deviation from direct integration, H2CO matrix: {worst_molecule:.1e}")
print("all tests passed")
```

It prints:

```
Slater exponents C, O, H (1/bohr): 1.625 2.275 1.000
model geometry CO, CH (angstrom), HCH (degrees): 1.20 1.10 120
distances CO, CH, HH (bohr): 2.267671 2.078699 3.600412
C-O p and q (dimensionless): 4.421959 -0.736993
A0..A4 for C-O: 0.00271614 0.00333038 0.00422244 0.00558078 0.00776439
B0..B4 for C-O: 2.18603409 0.51853868 0.77886047 0.31426633 0.48036662
downward start order for C-O, highest needed order 4: 22
prefactor Na Nb (R/2)^5 for C-O: 65.656275
S(C2s,O2s): 0.384108
S(C2s,O2p sigma): -0.312489
S(C2p sigma,O2s): 0.467520
S(C2p sigma,O2p sigma): -0.304892
S(C2p pi,O2p pi): 0.223290
lab-frame C2p-O2p block, rows C x,y,z and columns O x,y,z:
    0.164603  -0.117374  -0.117374
   -0.117374  -0.011458  -0.234747
   -0.117374  -0.234747  -0.011458
S(C2s,H1s): 0.564983
S(C2p sigma,H1s), p positive lobe toward H: 0.463792
S(H1s,H1s): 0.243665
S(C2p in-plane, normalized H1-H2 combination): 0.653149
largest |S(C2p out-of-plane,H1s)|: 2.5e-17
10x10 overlap eigenvalues, lowest and highest: 0.219966 2.136981
upward recurrence: q scale, median error of B4, estimate 4! eps/q^4
  1e-01 4.22e-11 5.33e-11
  1e-02 3.26e-07 5.33e-07
  1e-03 3.66e-03 5.33e-03
2p sigma scan at CO distance, first exponent that of C:
  exponent difference (1/bohr), stable S, upward S, upward error
  1e-01 -0.3014689314 -0.3014689314 1.6e-11
  1e-02 -0.2915472517 -0.2915473782 1.3e-07
  1e-03 -0.2903568810 -0.2876403577 2.7e-03
  1e-04 -0.2902357770 -16.5284346749 1.6e+01
  1e-05 -0.2902236458 77260.3255622839 7.7e+04
  equal exponents, stable S: -0.2902222977
largest relative error of A and of B: 2.3e-16 5.2e-16
largest deviation from direct integration, s/p/d test pairs: 5.4e-15
largest deviation from direct integration, H2CO matrix: 8.9e-16
all tests passed
```
